# Why a one-subband filament can show a differential-conductance plateau at e²/h

**Definitions and conventions**

A conducting filament through an oxide joins two electrodes and narrows at a neck. Electrons of charge $-e$ ($e>0$) and mass $m$ cross it. The source is the electrode whose electrons are raised in energy by the bias $V>0$; the current $I$ is counted positive when electrons flow from source to drain. At zero bias both electrodes have Fermi energy $\mu$, measured from the band bottom of the wide filament. The lowest subband of the neck has threshold $E_0$, and $D=E_0-\mu$. The neck is closed at zero bias if $D>0$ and open if $D<0$.

Let the neck potential be the fixed reference of energy. A fraction $b$ of the voltage drops between source and neck, the rest between neck and drain:

$$\mu_S=\mu+b\,eV,\qquad \mu_D=\mu-(1-b)\,eV .$$

Symmetric division means $b=1/2$. The subband is spin degenerate, so a fully open channel has conductance $2e^2/h$.

Finite bias can leave one Fermi level above the threshold and the other below it for any $b$ with $0<b<1$. Symmetric division does something else: it makes the level that has cleared the threshold move by half of $eV$, and this sets the value $e^2/h$.

**The neck as a barrier**

Let the filament have a hard wall at radius $a(x)$, with $a^2=a_0^2(1+x^2/L^2)$. If the radius changes slowly, the transverse motion follows it. The lowest transverse state is $J_0(j_{01}r/a)$, where $j_{01}$ is the first zero of the Bessel function $J_0$, so that it vanishes at the wall. Its energy acts as a potential for the motion along $x$:

$$E_0(x)=\frac{\hbar^2 j_{01}^2}{2m\,a(x)^2}=\frac{E_0}{1+x^2/L^2}\approx E_0-\frac{E_0x^2}{L^2}.$$

Equating the last term to $\tfrac12 m\omega^2x^2$ gives $\omega=\sqrt{2E_0/m}\,/L$.

For this inverted parabola set $x=\xi\sqrt{\hbar/m\omega}$ and $\varepsilon=(E-E_0)/\hbar\omega$. The Schrödinger equation becomes $\psi''+(\xi^2+2\varepsilon)\psi=0$. Far to the right the transmitted wave is

$$\psi=t\,\xi^{\,i\varepsilon-1/2}e^{i\xi^2/2}.$$

Far to the left the wave with this same exponential is the reflected one, $r|\xi|^{i\varepsilon-1/2}e^{i\xi^2/2}$. Continuing the transmitted wave through the upper half of the complex plane, $\xi\to|\xi|e^{i\pi}$, links the two, because in the second quadrant this exponential is the dominant one and its coefficient is retained. The power of $\xi$ supplies the factor $e^{i\pi(i\varepsilon-1/2)}=-i\,e^{-\pi\varepsilon}$, so $r=-i\,t\,e^{-\pi\varepsilon}$. Current conservation, $|r|^2+|t|^2=1$, then gives

$$T(E)=|t|^2=\frac{1}{1+e^{-2\pi(E-E_0)/\hbar\omega}} .$$

The threshold is a step of width $\hbar\omega/2\pi$.

**Each Fermi level contributes its own rate of motion**

Electrons leaving the source in an interval $dk$ carry the current $e\cdot2\,(dk/2\pi)\,v\,T f_S$, where 2 counts spin. Since $v=dE/(\hbar\,dk)$, velocity and density of states cancel. Subtracting the flow from the drain,

$$I=\frac{2e}{h}\int T(E)\,[f_S(E)-f_D(E)]\,dE ,$$

with $f_S=f(E-\mu_S)$, $f_D=f(E-\mu_D)$ and $f$ the Fermi function. With the neck potential fixed, $T(E)$ does not depend on $V$. The chain rule gives

$$\frac{\partial f_S}{\partial V}=be\,[-f'(E-\mu_S)],\qquad \frac{\partial f_D}{\partial V}=-(1-b)e\,[-f'(E-\mu_D)] .$$

The minus sign of the drain term cancels the minus sign in the current. Defining $F(\mu_i)=\int T(E)[-f'(E-\mu_i)]\,dE$, the transmission averaged thermally around a Fermi level,

$$\frac{dI}{dV}=\frac{2e^2}{h}\Big[b\,F(\mu_S)+(1-b)\,F(\mu_D)\Big].$$

If the source level is well above the threshold and the drain level well below it, $F(\mu_S)=1$ and $F(\mu_D)=0$. Then $dI/dV=b\cdot2e^2/h$, which is $e^2/h$ for $b=1/2$. Lowering the drain level further changes nothing, since no drain electrons were crossing.

For $b=1/2$ the two requirements, $eV/2>D$ and $eV/2>-D$, combine into

$$eV>2|D| ,$$

with a margin of several times both $k_BT$ and $\hbar\omega/2\pi$, where $T$ in $k_BT$ is the temperature. A closed neck rises to the plateau because its source level becomes active. An open neck falls to it from near $2e^2/h$ because its drain level drops out.

If $D=0$ and $b=1/2$ there is no step. The function $T(E)-1/2$ is odd about the threshold, and the thermal weight $-f'(E-\mu_i)$ is even about its Fermi level, so $F(E_0+y)+F(E_0-y)=1$, and for the parabolic barrier $dI/dV=e^2/h$ at every bias below the upper end described next. The full barrier of the example below is not exactly symmetric in this sense and gives $1.04\,e^2/h$ at zero bias.

The window also has an upper end. The source level must stay below the second subband, and the source band bottom, raised to $eV/2$, must stay below $E_0$. Once it passes $E_0$, a sharp threshold transmits the whole occupied source band. Its width $\mu$ is fixed, so the current stops growing. This is an outer limit. For the closed neck of the example below $2E_0/e=1.76$ V, but the wave solution, with the smooth voltage steps described there, already falls to about $0.98\,e^2/h$ at 1.45 V and $0.6\,e^2/h$ at 1.6 V. Sharper voltage steps at the same places end the plateau earlier: steps five times sharper give about $0.76\,e^2/h$ at 1.45 V. They also reflect a little on the plateau itself, lowering the values at 0.6 V by about $0.005\,e^2/h$ and the value for $b=0.6$ at 0.8 V by about $0.02\,e^2/h$.

**A neck in a 10 nm film**

Take $a_0=0.50$ nm, $L=2$ nm, the free-electron mass and 300 K. The thresholds of the first two subbands are 0.881 and 2.238 eV. The step width is $\hbar\omega/2\pi=0.029$ eV, and $k_BT=0.026$ eV.

For $\mu=0.78$ eV the neck is closed, with $D=0.101$ eV and onset at $2D/e=0.203$ V. At 0.6 V the levels are $0.78\pm0.30$, that is 1.08 and 0.48 eV. The source level is 0.20 eV above the threshold, about seven step widths, and $F(\mu_S)=0.995$, while $F(\mu_D)$ is negligible. Hence

$$\frac{dI}{dV}=2\left(\tfrac12\times0.995+0\right)\frac{e^2}{h}=0.995\,\frac{e^2}{h}=38.6\ \mu\mathrm{S}.$$

For $\mu=0.98$ eV the neck is open, with $D=-0.099$ eV. At 0.6 V the averages are 1.000 and 0.004, and their sum gives $1.004\,e^2/h$. From zero bias to 0.8 V the closed neck goes from 0.144 to $1.000\,e^2/h$, the open one from 1.846 to $1.000\,e^2/h$.

The formula was tested against a numerical solution of the Schrödinger equation with the full barrier $E_0/(1+x^2/L^2)$. The voltage dropped in two smooth steps of the form $\tanh[(x\pm5\ \mathrm{nm})/w]$ with $w=1$ nm, 5 nm either side of the neck, the transmission was recomputed at each bias, and the current was differentiated numerically. At 0.6 V this gave 0.995 and $1.004\,e^2/h$ for the closed and open necks. At 0.2 V it gave 0.515 and 1.506, against 0.496 and 1.487 from the formula. The difference arises because the full barrier is not exactly parabolic: its transmission reaches 1/2 a few meV below $E_0$, and inserting its zero-bias transmission into the formula gives 0.515 and 1.506.

A shorter neck has a softer threshold. With $a_0$, $\mu$ and temperature held fixed, the formula has the closed neck reach $0.95\,e^2/h$ at 0.43 V for $L=2$ nm and at 0.57 V for $L=1$ nm. The second value is the less secure, since the radius then no longer changes slowly: the full barrier with the leading non-adiabatic term moves it to about 0.55 V.

**What symmetry does, and what the current does**

The role of symmetry shows when $b$ is changed. For $b=1$ and 0.4 V the closed neck has its source level at 1.18 eV and its drain level at 0.78 eV, so one level has cleared the threshold, as before. The wave calculation gives $1.999\,e^2/h$, the full quantum. At 0.8 V it gives $0.798\,e^2/h$ for $b=0.4$ and $1.200\,e^2/h$ for $b=0.6$.

Reversing the polarity exchanges $b$ and $1-b$ if the filament itself does not change. In the ideal model the two plateaus then add up to $2e^2/h$, and they are equal when the division is symmetric.

For $D\neq0$ the ratio $I/V$ does not share the plateau. For a sharp threshold and $b=1/2$, the net flow comes from source electrons between $E_0$ and $\mu_S$:

$$I=\frac{2e}{h}\left(\frac{eV}{2}-D\right)=\frac{e^2}{h}\left(V-\frac{2D}{e}\right).$$

The slope is $e^2/h$, but the line misses the origin unless $D=0$. At 0.6 V the closed neck has $I/V=[(0.600-0.203)/0.600]\,e^2/h=0.66\,e^2/h$, and the open neck $[(0.600+0.197)/0.600]\,e^2/h=1.33\,e^2/h$. The wave calculation gives 0.67 and 1.34.

**When the threshold moves**

The value $e^2/h$ rests on a threshold that keeps a fixed distance $D$ from the midpoint of the two Fermi levels. Two effects move it.

First, a uniform field over a length $d$ adds $-eVx/d$ to the barrier. The sum $E_0-E_0x^2/L^2-eVx/d$ has its maximum at $x=-eVL^2/(2E_0d)$, where it exceeds $E_0$ by

$$\delta=\frac{(eV)^2L^2}{4E_0d^2}.$$

The current becomes $(2e/h)(eV/2-D-\delta)$, so the plateau falls by $(e^2/h)\,eVL^2/(E_0d^2)$. At 0.6 V this is $0.027\,e^2/h$ for $d=10$ nm and $0.170\,e^2/h$ for $d=4$ nm. The wave calculation gives 0.028 and 0.175.

Second, the electrons in the neck repel one another. Let $\epsilon$ be the height of the source level above the shifted threshold. At low temperature the right-moving electrons have line density $n=2\int_0^k dk'/2\pi=k/\pi$, with $k=\sqrt{2m\epsilon}/\hbar$. Let the threshold rise by $U=c\,(n-n_{\rm eq})$, where $n_{\rm eq}$ is the density at zero bias. Then $\epsilon=eV/2-D-U$, and differentiation gives

$$\frac{dU}{d(eV)}=c\,n'\left[\frac12-\frac{dU}{d(eV)}\right]
\;\Rightarrow\;
\frac{dU}{d(eV)}=\frac{c\,n'/2}{1+c\,n'},\qquad n'=\frac{dn}{d\epsilon}.$$

Since $I=(2e/h)\,\epsilon$,

$$\frac{dI}{dV}=\frac{2e^2}{h}\left[\frac12-\frac{dU}{d(eV)}\right]=\frac{e^2}{h}\,\frac{1}{1+c\,n'} .$$

For $c$, treat the neck as a uniformly charged cylinder screened by metal at distance $L$. The potential outside it contributes $\ln(L/a_0)$ and the average over its interior $1/4$:

$$c=\frac{e^2}{2\pi\epsilon_0\epsilon_r}\left(\ln\frac{L}{a_0}+\frac14\right).$$

With $\epsilon_r=25$ this is 0.19 eV nm. At 0.6 V this zero-temperature, sharp-threshold estimate lowers the plateau to about $0.67\,e^2/h$ for the closed neck and $0.80\,e^2/h$ for the open one. The values are rough. The quantum density at the neck centre at 300 K gives 0.64 and 0.81, a $J_0^2$ charge profile in place of the uniform one in the zero-temperature estimate ($c=0.24$ eV nm) gives 0.60 and 0.76, and the density averaged over $|x|<1$ nm gives 0.68 and 0.92. Because $n'\propto\epsilon^{-1/2}$, the conductance also creeps upward with bias instead of being flat. In the open neck the shift $U$ itself nearly vanishes at 0.6 V: the source level is about four times as far above the threshold as at zero bias, so $k$ doubles, while one direction of motion is filled instead of two. The slope of $U$ does not vanish, and the slope is what enters $dI/dV$.

**Beside a real oxide filament**

The example is set in the regime of an oxygen-deficient filament in hafnium oxide. A 10 nm film and a relative permittivity near 25 are rough but reasonable values; the neck shape, hard wall, Fermi energy and free-electron mass are model choices. The hard wall matters for the numbers: with the same radius and mass, a wall 3 eV above the band bottom of the filament lowers the threshold from 0.88 to about 0.58 eV, and the neck called closed here would be open. The conditions for the plateau then apply with the new $D$. The mean field at 0.6 V is 0.6 MV/cm and the local field 1.5 MV/cm if the voltage drops over 4 nm, below the rough breakdown field of several MV/cm. The current of 16 μA through the closed neck is a density of $2\times10^9$ A/cm², so the stability of the filament at this bias is an assumption. The assumptions most open to doubt are strong screening, ballistic motion and a voltage that drops away from the neck. If it drops uniformly over 4 nm at the neck instead, the slope of the closed neck peaks near $0.83\,e^2/h$ and falls to $0.50\,e^2/h$ at 1 V, and the values for $b=0.4$ and $0.6$ at 0.8 V, with the neck off the centre of this uniform field, add up to $1.44\,e^2/h$. Charging alone lowers the plateau by 20 to 33 % of $e^2/h$ in the simplest estimate above, and by about 8 to 40 % across its variants. For incoherent backscattering over a length $\ell$ with mean free path $\lambda$, the quantities $(1-T)/T$ of successive sections add, so $T=\lambda/(\lambda+\ell)$. A loss of 5 % over 4 nm then requires $\lambda=4\times0.95/0.05=76$ nm, a demanding length for a disordered filament. A series resistance $R$ changes the slope $G$ to $G/(1+GR)$, a reduction of 3.7 % for 1 kΩ.

A measured value near $e^2/h$ is therefore weak evidence by itself: a partly transmitting channel can give the same number. The mechanism described here makes further predictions for a stable, well-screened, nearly ballistic neck with $D\neq0$ and a weak field at the neck, $eVL^2/(E_0d^2)\ll1$: a current line that misses the origin, a plateau that begins beyond $2|D|/e$ if the division is symmetric, and plateau values for the two polarities that add up to $2e^2/h$ if both plateaus are reached. For unequal division the onset is $D/(be)$ for a closed neck and $|D|/((1-b)e)$ for an open one, so it differs between the polarities. The numerical output lists the bias dependence up to 0.8 V and the simplest estimates of the neglected effects.

## Table of computed values

```
e^2/h = 38.740 uS
neck radius 0.50 nm, length parameter 2.0 nm, film 10 nm, T 300 K
first threshold E0 = 0.8814 eV, second = 2.2375 eV
barrier quantum hbar*w = 0.1832 eV
smearing hbar*w/(2 pi) = 0.0292 eV, kT = 0.0259 eV
closed: mu = 0.78 eV, E0-mu = 0.1014 eV, 2|E0-mu|/e = 0.2027 V
open: mu = 0.98 eV, E0-mu = -0.0986 eV, 2|E0-mu|/e = 0.1973 V
dI/dV from formula, in e^2/h: bias V, closed, open
  0.0  0.144  1.846
  0.1  0.240  1.747
  0.2  0.496  1.487
  0.3  0.768  1.220
  0.4  0.923  1.072
  0.5  0.980  1.019
  0.6  0.995  1.004
  0.7  0.999  1.001
  0.8  1.000  1.000
dI/dV from Schroedinger equation, in e^2/h: bias V, closed, open
  0.0  0.149  1.853
  0.2  0.515  1.506
  0.6  0.995  1.004
  0.7  0.999  1.001
closed, 0.6 V: levels 1.08 and 0.48 eV, F = 0.9954 and 0.0000
  I/V: wave 0.671, sharp threshold 0.662 e^2/h
open, 0.6 V: levels 1.28 and 0.68 eV, F = 1.0000 and 0.0043
  I/V: wave 1.336, sharp threshold 1.329 e^2/h
closed, 0.6 V: dI/dV = 38.56 uS, I = 15.59 uA
b=0.4, 0.8 V: 0.798 e^2/h; b=0.6, 0.8 V: 1.200 e^2/h
b=1, 0.4 V, one level clear: 1.999 e^2/h
L = 2 nm: closed neck reaches 0.95 e^2/h at 0.434 V
L = 1 nm: closed neck reaches 0.95 e^2/h at 0.575 V
Neglected effects at 0.6 V:
field over 10 nm (0.60 MV/cm): top rises 0.0041 eV
  dI/dV falls by 0.027 (formula), 0.028 (wave) e^2/h
field over 4 nm (1.50 MV/cm): top rises 0.0255 eV
  dI/dV falls by 0.170 (formula), 0.175 (wave) e^2/h
charging coefficient 0.188 eV nm, permittivity 25
  closed: threshold shift 0.0977 eV, dI/dV = 0.674 e^2/h
  open: threshold shift 0.0008 eV, dI/dV = 0.804 e^2/h
series resistance 1 kohm lowers dI/dV by 3.7 %
power 9.35 uW, mouth radius 1.35 nm, electrode heating 43 K
non-adiabatic change of barrier curvature 2.4 %
mean free path for 5 % loss over 4 nm: 76 nm
```
